Coulomb and exchange matrices from unique integrals, with incremental direct-SCF builds

A program for the Fock matrix can save work by computing each two-electron integral once and using it wherever its permuted copies would appear. The obvious way to do this is to loop over the unique integrals, apply the eight permutations to each, and add all eight contributions. For methane in the 6-31G basis this gives a two-electron matrix with an element wrong by 35 hartree. Integrals in which both functions of a pair are the same, or in which the two pairs coincide, have fewer than eight distinct copies, so some contributions are added several times.

A second difficulty appears when the integrals are too many to store. A direct SCF program recomputes them in every iteration, even when the density has hardly changed. Working with the change in density saves some of that effort, but once small contributions are skipped, the errors accumulate. Both schemes below are built from an account of what must be counted, and what may be left out.

**What has to be computed**

Take N real basis functions and a real symmetric density matrix D for a closed-shell molecule, with both spins included in D. In the chemists' notation,

(pq|rs) = ∬ χ_p(1) χ_q(1) (1/r₁₂) χ_r(2) χ_s(2) d1 d2.

The Coulomb and exchange matrices are

J_pq = Σ_rs (pq|rs) D_rs

K_pr = Σ_qs (pq|rs) D_qs

and the Fock matrix is

F = h + G, G = J − K/2.

The factor 1/2 is there because exchange acts between electrons of equal spin, and each spin carries half of D. All sums run over all ordered indices, so each matrix uses N⁴ integrals.

For real functions the value v = (pq|rs) is unchanged by p↔q, by r↔s, and by exchanging the pairs pq and rs. The first two reorder a product of functions; the third renames the electrons. Together they generate eight permutations. With complex functions, p↔q alone would replace a charge distribution by its complex conjugate, and the full eightfold symmetry would be lost.

One representative of each set of equal integrals is selected by

p ≥ q, r ≥ s, pair(pq) ≥ pair(rs),

where pair numbers the M = N(N+1)/2 pairs whose first index is not smaller than the second. This leaves M(M+1)/2 integrals. For methane N = 17 and M = 153, so 11781 integrals replace 83521, a reduction by a factor of 7.09. The factor is below eight because of the repeated indices.

**Counting the copies**

Let g be the number of distinct index quadruples that the eight permutations produce from (p,q,r,s). The pair pq can be written in g_pq orders, where g_pq = 1 if p = q and 2 otherwise. The same holds for rs. Exchanging the pairs doubles the set if they are different, and yields nothing new if they are the same. Hence

g = g_pq g_rs g_pair,

with g_pair = 1 if the pairs coincide and 2 otherwise. The case (pq|pq) with p ≠ q deserves a check. Its images are (pq|pq), (qp|pq), (pq|qp) and (qp|qp), four in all, and the formula gives 2·2·1 = 4.

The classes can be counted for N = 17, which has 17·16/2 = 136 pairs of unequal indices:

- g = 1: (pp|pp), 17 quartets.
- g = 2: (pp|rr) with p ≠ r, 136 quartets.
- g = 4: one equal and one unequal pair, 17·136 = 2312, plus (pq|pq), 136; together 2448.
- g = 8: two different unequal pairs, 136·135/2 = 9180.

Weighted with g, they restore the full number:

17 + 2·136 + 4·2448 + 8·9180 = 83521 = 17⁴.

Now let t(p,q,r,s) be any quantity to be summed over all ordered quadruples. Running through the eight permutations of one quartet meets each distinct image equally often: the permutations leading to a given image differ from one another only by permutations that leave the original quartet fixed, and the number of these is the same for every image. Eight visits shared among g images make 8/g visits each. The overcounting is removed by the factor g/8:

Σ_all t = Σ_unique (g/8) Σ_(8 permutations) t.

This identity replaces the naive rule. Setting g = 8 everywhere restores that rule and its error.

**From eight terms to two Coulomb updates**

Let E_ab be the matrix with 1 in row a, column b and 0 elsewhere. Then J is the sum over all quadruples of t = v D_rs E_pq. The eight permutations give

(pq|rs): D_rs E_pq and (qp|rs): D_rs E_qp

(pq|sr): D_sr E_pq and (qp|sr): D_sr E_qp

(rs|pq): D_pq E_rs and (sr|pq): D_pq E_sr

(rs|qp): D_qp E_rs and (sr|qp): D_qp E_sr

each multiplied by v. Since D is symmetric, the second line repeats the first and the fourth repeats the third. With the weight g/8,

J = Σ_unique (g/4) v [D_rs (E_pq + E_qp) + D_pq (E_rs + E_sr)].

Every matrix unit comes with its transpose. It is enough to store one of them and symmetrize at the end. Let

A = Σ_unique (g/2) v [D_rs E_pq + D_pq E_rs].

Then (A + Aᵀ)/2 puts half of each weight g/2 on the unit and half on its transpose, which is the expression for J. The factor g/2 is thus the g/4 above, doubled to compensate for the final halving.

**From eight terms to four exchange updates**

For exchange, t = v D_qs E_pr: the density joins the second and fourth indices, and the result goes to the first and third. The eight permutations give

(pq|rs): D_qs E_pr and (rs|pq): D_sq E_rp

(qp|rs): D_ps E_qr and (rs|qp): D_sp E_rq

(pq|sr): D_qr E_ps and (sr|pq): D_rq E_sp

(qp|sr): D_pr E_qs and (sr|qp): D_rp E_sq

Here no two terms merge. Each line holds a matrix unit and its transpose, with equal density factors because D is symmetric. The weight remains g/8, and storing one member of each line doubles it to g/4:

B = Σ_unique (g/4) v [D_qs E_pr + D_ps E_qr + D_qr E_ps + D_pr E_qs],

K = (B + Bᵀ)/2.

The loop over unique integrals therefore contains six statements:

A_pq += (g/2) v D_rs

A_rs += (g/2) v D_pq

B_pr += (g/4) v D_qs

B_qs += (g/4) v D_pr

B_ps += (g/4) v D_qr

B_qr += (g/4) v D_ps

All six are executed even when indices coincide and two statements address the same element. No special cases are needed, because g already contains the correction.

The numerical check applies these statements to one set of equal integrals at a time, for every coincidence pattern of four indices, and compares with the full sums. For methane, J and K agree with the full sums to 8·10⁻¹⁵ hartree.

**A quartet with coincident pairs**

Take (10|10) in methane, where function 0 is the carbon 1s function and function 1 the next carbon s function. The geometry is tetrahedral with a C–H distance of 2.05 bohr, and D is the density at the end of the calculation described below. The numbers are

v = 0.071451 hartree, g = 4,

D_00 = 2.062295, D_11 = 0.280538, D_10 = −0.096452.

With p = r = 1 and q = s = 0, both Coulomb statements address A_10, and each adds 2vD_10. The sum is 4vD_10, and symmetrization leaves half of it in J_10 and half in J_01:

J_10 gains 2vD_10 = 2 · 0.071451 · (−0.096452) = −0.01378 hartree.

This is what the definition requires, since the sum over ordered rs contains both (10|10)D_10 and (10|01)D_01.

For exchange g/4 = 1. The four statements add vD_00 to B_11, vD_11 to B_00, and vD_10 to each of B_10 and B_01. Symmetrization changes nothing here, so

K_11 gains 0.071451 · 2.062295 = 0.14735 hartree,

K_00 gains 0.071451 · 0.280538 = 0.02004 hartree,

K_10 gains 0.071451 · (−0.096452) = −0.00689 hartree.

The same integral thus enters a diagonal exchange element with the large core density, although its Coulomb contribution contains the small off-diagonal density.

**Where symmetry of D is needed**

The merging of terms used D_rs = D_sr. For a general matrix, interchanging q and s in the definition of K, together with the symmetry of the integrals, gives

K[Dᵀ] = K[D]ᵀ.

An antisymmetric part of D therefore produces an antisymmetric part of K, which the final symmetrization cannot return. That is not the only damage. J and the symmetric part of K depend on the mean of D_ab and D_ba, but the six statements read only one of the two, so these come out wrong as well. When 0.1 is added to all elements of D above the diagonal, the largest error in K is 0.84 hartree. It lies in the symmetric part, while the lost antisymmetric part reaches only 0.2 hartree, and J is wrong by up to 1.3 hartree.

Such a density can be treated with the separate permutation terms, or by splitting it. The symmetric part (D + Dᵀ)/2 goes through the six statements as before. The antisymmetric part (D − Dᵀ)/2 gives no J, because (pq|rs) = (pq|sr). In each line of the exchange table it gives a matrix unit and minus its transpose, so its K follows from the same four statements with (B − Bᵀ)/2 at the end.

**Shells instead of single functions**

Integral routines deliver blocks for four shells, such as all three components of a p shell at once. The counting argument carries over if t now stands for the contribution of a whole block. The loop runs over unique shell quartets, g is found from the shell indices, and every function in the block is processed.

Using function indices for g inside a block would be wrong. If the first two shells are the same, the block already contains both (pq|rs) and (qp|rs), so the order of p and q must not be counted again. Methane has 13 shells here, hence 91 shell pairs and 91·92/2 = 4186 shell quartets. A version that computes each block on demand also agrees with the full sums to 8·10⁻¹⁵ hartree.

**Using the change in density**

J and K are linear in D, and so is G. If D_n is the density of iteration n,

G[D_n] = G[D_(n−1)] + G[Δ_n], Δ_n = D_n − D_(n−1).

Starting from D_0 = 0 and G_0 = 0, the first build uses the full density and the later ones use differences. Since Δ_n is symmetric, the six statements apply to it unchanged. Without skipping, this is an identity: three increments summed reproduce the full result to 7·10⁻¹⁵ hartree. It also saves nothing, because every integral is still needed. The gain comes from recognizing, before an integral is computed, that its product with Δ_n is negligible.

For that one needs a bound on v. For real charge distributions a and b, the Coulomb interaction (a|b) has the properties of an inner product. In particular (a|a) ≥ 0, because in Fourier space it is an integral of |a(k)|²/k² with a positive prefactor. Then (a + λb|a + λb) ≥ 0 for every real λ. This is a quadratic in λ that never becomes negative, so its discriminant cannot be positive, and

(a|b)² ≤ (a|a)(b|b).

With a = χ_pχ_q and b = χ_rχ_s this is the Schwarz bound

|(pq|rs)| ≤ Q_pq Q_rs, Q_pq = (pq|pq)^(1/2).

The Q values are computed once. Because G = J − K/2, the exchange weight g/4 becomes g/8 in G. The six updates to G are therefore no larger than g Q_pq Q_rs times

|Δ_rs|/2, |Δ_pq|/2, |Δ_qs|/8, |Δ_pr|/8, |Δ_qr|/8, |Δ_ps|/8.

A quartet is skipped if the largest of these six bounds lies below a threshold τ. All six density elements must be examined: a quartet with negligible Coulomb updates may still matter for exchange. In a shell program, Q and |Δ| are replaced by their largest values in the blocks concerned, and g is the shell value. The six expressions then bound the update from each single integral of the block, not the sum over the block.

**What skipping costs**

Let b_n be the sum of all six bounds over all quartets skipped in build n. It limits the sum of the absolute errors over all elements of that increment, because replacing a matrix X by (X + Xᵀ)/2 cannot increase the sum of its absolute elements. Let e_n be the error of the accumulated G after n builds. Each build adds its own error to the one inherited:

e_n = e_(n−1) + (error of increment n),

Σ_ab |e_n,ab| ≤ b_1 + b_2 + … + b_n.

A build from the full density has the error of one pass. The incremental matrix carries the errors of all passes, and later iterations do not repair them, because a skipped change is never looked at again.

This also affects the test for convergence. If Δ_n becomes so small that every quartet is skipped, the accumulated G stops changing, whatever its error. A small density change then shows that the iteration has come to rest, not that F belongs to D. The density tolerance should therefore stay well above the level at which most updates are dropped, and a rebuild from the full density should be made when accuracy matters.

An accelerator such as DIIS needs one precaution. It diagonalizes a mixture Σ_k c_k F_k with Σ_k c_k = 1. By linearity this is the Fock matrix of the mixed density Σ_k c_k D_k, not of the latest D_n. The stored G to which the next increment is added must be the unmixed one.

**Methane from start to finish**

The calculation is restricted Hartree-Fock in the 6-31G basis, started from superposed atomic densities and accelerated by DIIS. The threshold is τ = 10⁻⁸ hartree and the density tolerance is 10⁻⁶. The integrals are stored and screened one by one, so the quartet counts show what the screening of single integrals can skip. A direct program keeps or skips whole shell blocks, and its counts and savings would differ. Errors are sums of absolute errors over all 289 elements of G, in hartree.

- Iteration 1: largest |Δ| 2.1; 11709 quartets kept; error 2·10⁻¹³.
- Iteration 5: largest |Δ| 1.5·10⁻³; 11709 kept; error 2·10⁻¹³.
- Iteration 7: largest |Δ| 1.3·10⁻⁵; 11429 kept; error 3.2·10⁻⁷.
- Iteration 8: largest |Δ| 1.8·10⁻⁶; 9806 kept; error 9.6·10⁻⁷.
- Iteration 9: largest |Δ| 3.8·10⁻⁷; 7179 kept; error 3.0·10⁻⁶.

A build from the full density keeps 11709 quartets in every iteration, 72 fewer than the total, yet its error stays at rounding level. Symmetry accounts for this number. In a tetrahedral density the elements between carbon s and p functions vanish, as do those between p functions of different directions. A quartet made of one carbon s, one p_x, one p_y and one p_z function therefore has all six density elements equal to zero and contributes nothing. The basis has three carbon s functions and two p functions in each direction, which gives 3·2·2·2 = 24 choices, and each can be divided into two pairs in 3 ways: 72 quartets.

The saving from the increments is modest. Over nine iterations they need 98638 quartets, against 105381 for full builds, a reduction of 6.4%. Up to iteration 5 nothing beyond the 72 is skipped. Further skipping begins in iteration 6, with 30 quartets at a largest density change of 2.6·10⁻⁴, and exceeds a tenth of the quartets only in iteration 8, where the largest change is 180 times τ. Even in the last iteration 61% of the full count remains.

The error grows as the work falls. At the end it is 3.0·10⁻⁶ hartree summed over all elements, or about 10⁻⁸ hartree per element on average. The accumulated bound is 5.6·10⁻⁵ hartree, some twenty times larger, since it takes every integral at its Schwarz limit and allows no cancellation.

For the energy,

E = ½ Σ_ab D_ab (h_ab + F_ab) + E_nuc,

an error e in G at fixed D changes E by ½ Σ_ab D_ab e_ab. The incremental energy is −40.18053409 hartree, which lies 2.6·10⁻⁸ hartree below the result of a separate SCF solver. This does not violate the variational principle, because an energy evaluated with an inaccurate G is not the expectation value for its density. With G rebuilt from the full final density, the difference disappears at double precision. The density was therefore good enough, and the discrepancy came from the accumulated G.

Making that rebuild in place of the last increment would cost 11709 − 7179 = 4530 more quartets and reduce the total saving from 6743 to 2213. For a molecule this small, incremental building hardly pays. It has more to offer where many function pairs are far apart: the product of two s Gaussians with exponents α and β at distance R contains the factor exp[−αβR²/(α+β)], which makes many Q values small. The present calculation does not test that regime.

The iteration itself is not the obstacle to tighter convergence here. Without screening, even the plain iteration from the core Hamiltonian settles to density changes of 10⁻¹⁴. With screened increments at τ = 10⁻⁸, the same plain iteration, in a run not included in the printed program, did not bring the density change below 10⁻⁸ within 60 steps. The density tolerance of 10⁻⁶ was chosen for that reason. Each partly screened increment adds a fresh error to G, which can itself cause a new density change. How far a smaller τ or a rebuild lowers this level is not tested here.

The energy of −40.1805 hartree is a Hartree-Fock value in a small basis at a chosen geometry. It is not converged with respect to the basis: at the same geometry 6-31G* lowers it by 0.014 hartree and cc-pVTZ by 0.033 hartree, about a million times the screening error discussed above. The many digits serve only to compare builds within one basis. It leaves out electron correlation, relativity and nuclear motion, and says nothing about how close the model comes to the real molecule.

Table of computed values

```
CH4 6-31G, C-H distance: 2.05 bohr
basis functions N: 17; electrons: 10
all integrals N^4: 83521; unique: 11781; ratio: 7.089
unique quartets with degeneracy 1: 17
unique quartets with degeneracy 2: 136
unique quartets with degeneracy 4: 2448
unique quartets with degeneracy 8: 9180
plain unscreened iteration from core, 60 densities:
  last max|D_n - D_(n-1)|: 1.2e-14; max|D_n - D_(n-2)|: 2.0e-14
max error of J,K, six updates: 8.0e-15 hartree
unique shell quartets: 4186 from 13 shells
max error of J,K, shell version: 8.0e-15 hartree
max error of G, 3 unscreened increments: 7.1e-15 hartree
max error of G if g=8 everywhere: 35.407 hartree
max error of K, nonsymmetric D: 0.839 hartree
quartet (10|10): function 0 = C 1s, function 1 = C 2s
  integral v: 0.071451 hartree; degeneracy: 4
  D_00: 2.062295; D_11: 0.280538; D_10: -0.096452
  gain of J_10: -0.013783 hartree
  gain of K_11: 0.147353; K_00: 0.020045; K_10: -0.006892 hartree
screening threshold tau: 1e-08 hartree; density tolerance: 1e-06
errors below: sum of |error| over all elements of G, hartree
iter  max|dD|  kept(dD)  kept(D)  err(dD)  err(D)  energy/hartree
  1  2.1e+00   11709   11709  1.9e-13  1.9e-13  -40.02443871
  2  3.0e-01   11709   11709  2.4e-13  1.8e-13  -40.17513743
  3  4.6e-02   11709   11709  2.2e-13  1.5e-13  -40.18027133
  4  1.2e-02   11709   11709  2.2e-13  1.7e-13  -40.18053275
  5  1.5e-03   11709   11709  2.2e-13  1.5e-13  -40.18053399
  6  2.6e-04   11679   11709  7.5e-08  1.7e-13  -40.18053407
  7  1.3e-05   11429   11709  3.2e-07  1.4e-13  -40.18053407
  8  1.8e-06    9806   11709  9.6e-07  1.6e-13  -40.18053408
  9  3.8e-07    7179   11709  3.0e-06  1.7e-13  -40.18053409
quartets kept, all iterations, from dD: 98638
quartets kept, all iterations, from D: 105381
ratio of these totals: 0.936
accumulated error bound for G: 5.6e-05 hartree
max |FDS-SDF| with unscreened F: 3.4e-08 hartree
incremental energy: -40.18053409 hartree
separate SCF solver: -40.18053406 hartree
incremental minus separate: -2.6e-08 hartree
rebuilt from full D minus separate: 0.0e+00 hartree
```
